# The Large-Distance Tail of the Neutral Thomas-Fermi Atom: verification in Python

```python
"""
Large-distance form of the neutral Thomas-Fermi atom (atomic units).
Result under test:
    phi'' = phi**1.5 / sqrt(x),  phi(0) = 1,  phi(infinity) = 0
    phi -> 144/x**3 * (1 - F*x**(-lam) + ...),  lam = (sqrt(73) - 7)/2
    density n(r) -> 243*pi/(8*r**6) for every nuclear charge Z
Symbols: r = b*x, b = (1/2)*(3*pi/4)**(2/3)*Z**(-1/3);
    potential V = Z*phi/r; n = (2*V)**1.5/(3*pi**2);
    u = x**3*phi/144, v = 1 - u, t = ln(x), y = ln(phi);
    mu = (sqrt(73) + 7)/2 is the exponent of the growing disturbance.
The differential equation is solved for y(t), which keeps relative accuracy.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import simpson, solve_bvp, solve_ivp
from scipy.optimize import brentq

lam = (np.sqrt(73) - 7) / 2
mu = (np.sqrt(73) + 7) / 2
c_second = 4.5 / (18 - 14 * lam)
tail_coefficient = 243 * np.pi / 8

# Exact power solution, and the physical tail in Poisson's equation.
xs, rs = sp.symbols("x r", positive=True)
power = 144 / xs**3
assert sp.simplify(sp.diff(power, xs, 2)
                   - power**sp.Rational(3, 2) / sp.sqrt(xs)) == 0
V_tail = 81 * sp.pi**2 / (8 * rs**4)
n_from_poisson = sp.diff(rs * V_tail, rs, 2) / (4 * sp.pi * rs)
n_from_fermi = (2 * V_tail)**sp.Rational(3, 2) / (3 * sp.pi**2)
assert sp.simplify(n_from_poisson - 243 * sp.pi / (8 * rs**6)) == 0
assert sp.simplify(n_from_fermi - n_from_poisson) == 0

# Bounds on the nonlinear remainder of the equation for v.
v_grid = np.linspace(0.01, 0.999, 500)
remainder = 12 * ((1 - v_grid)**1.5 - 1 + 1.5 * v_grid)
assert np.all(remainder >= 4.5 * v_grid**2)
assert np.all(remainder <= 6 * v_grid**2)


def rhs(t, Y):
    """Thomas-Fermi equation for y = ln(phi) as a function of t = ln(x)."""
    return np.array([Y[1], Y[1] - Y[1]**2 + np.exp(1.5 * t + 0.5 * Y[0])])


x_start, x_end = 1e-4, 1e8


def solve_atom(end_value):
    """Solve with phi(0) = 1 and x**3*phi = end_value imposed at x_end."""
    def boundary(Ya, Yb):
        # Small-x series: phi - x*phi' = 1 - (2/3)*x**1.5 + ...
        left = np.exp(Ya[0]) * (1 - Ya[1]) - (1 - 2 / 3 * x_start**1.5)
        right = Yb[0] - np.log(end_value) + 3 * np.log(x_end)
        return np.array([left, right])
    t = np.linspace(np.log(x_start), np.log(x_end), 2000)
    x = np.exp(t)
    guess = np.array([-3 * np.log1p(x / 5), -3 * x / (5 + x)])
    result = solve_bvp(rhs, boundary, t, guess, tol=1e-8, max_nodes=40000)
    assert result.status == 0, result.message
    return result.sol


atom = solve_atom(100.0)
low_end, high_end = solve_atom(140.0), solve_atom(148.0)

# The wrong end value must not reach the interior.
assert abs(atom(np.log(1e6))[0] - high_end(np.log(1e6))[0]) < 1e-6
# The end disturbance dies inward with the exponent mu.
gap = [high_end(np.log(x_end / s))[0] - low_end(np.log(x_end / s))[0]
       for s in (1.5, 3.0)]
mu_measured = np.log(gap[0] / gap[1]) / np.log(2)
assert abs(mu_measured - mu) < 0.03


def phi(x):
    return np.exp(atom(np.log(x))[0])


def deviation(x):
    """Return v and the local exponent -d ln(v)/d ln(x)."""
    y, slope = atom(np.log(x))
    u = np.exp(y + 3 * np.log(x)) / 144
    return 1 - u, u * (slope + 3) / (1 - u)


# Limit 144, monotonic growth of x**3*phi, and the upper bound.
assert abs(1e21 * phi(1e7) - 144) < 0.02
x_grid = np.geomspace(1, 1e4, 400)
v_num, exponent = deviation(x_grid)
assert np.all(v_num > 0) and np.all(np.diff(x_grid**3 * phi(x_grid)) > 0)
# Two-sided bound on the local exponent.
assert np.all(exponent < lam) and np.all(exponent > lam * (1 - v_num))
# Exponent extrapolated linearly to v = 0 without using lam.
(v1, e1), (v2, e2) = deviation(1e4), deviation(1e5)
lam_measured = (e2 * v1 - e1 * v2) / (v1 - v2)
assert abs(lam_measured - lam) < 2e-4

# Separate road to F: integrate inward from the asymptotic form, then use
# the scaling phi(x) -> k**3*phi(k*x) to restore phi(0) = 1.
q0, x_out, x_in = 1e-3, 3e4, 1e-5
v0 = q0 - c_second * q0**2
dv0 = -lam * (q0 - 2 * c_second * q0**2)
Y0 = [np.log(144 * (1 - v0)) - 3 * np.log(x_out), -3 - dv0 / (1 - v0)]
inward = solve_ivp(rhs, (np.log(x_out), np.log(x_in)), Y0, method="DOP853",
                   rtol=1e-11, atol=1e-12, dense_output=True)
assert inward.success
phi_in = np.exp(inward.y[0, -1])
phi_zero = phi_in * (1 - inward.y[1, -1])
phi_zero += 2 / 3 * (phi_zero * x_in)**1.5
k = phi_zero**(-1 / 3)
F = q0 * x_out**lam * k**(-lam)
for x in (0.1, 1.0, 10.0, 100.0):
    rescaled = k**3 * np.exp(inward.sol(np.log(k * x))[0])
    assert abs(rescaled / phi(x) - 1) < 1e-5

# F lies between the rising and the falling bound, and c is confirmed.
rising = v_num * x_grid**lam
falling = rising / (1 - v_num)
assert np.all(rising < F) and np.all(falling > F)
assert np.all(np.diff(rising) > 0) and np.all(np.diff(falling) < 0)
q1 = F * 1e4**(-lam)
c_measured = (q1 - v1) / q1**2
assert abs(c_measured - c_second) < 0.01


def length_scale(Z):
    return 0.5 * (3 * np.pi / 4)**(2 / 3) * Z**(-1 / 3)


def density(r, Z):
    V = Z * phi(r / length_scale(Z)) / r
    return (2 * V)**1.5 / (3 * np.pi**2)


# The density must hold Z electrons; this also checks the length scale.
charges = (10, 80)
t_fine = np.linspace(np.log(x_start), np.log(x_end), 20001)
electrons = {}
for Z in charges:
    r = length_scale(Z) * np.exp(t_fine)
    electrons[Z] = simpson(4 * np.pi * r**3 * density(r, Z), x=t_fine)
    assert abs(electrons[Z] / Z - 1) < 1e-5

# Tail with its first correction, and growth with Z at fixed r.
radii = (1.0, 10.0, 100.0, 1000.0, 10000.0)
ratio = {(Z, r): density(r, Z) * r**6 / tail_coefficient
         for Z in charges for r in radii}
corrected = {}
for Z in charges:
    for r in radii[-2:]:
        q = F * (length_scale(Z) / r)**lam
        corrected[Z, r] = 1 - 1.5 * q
        assert abs(ratio[Z, r] - corrected[Z, r]) < 2 * q**2
for r in radii:
    assert ratio[10, r] < ratio[80, r] < 1

t90 = brentq(lambda t: (1 - deviation(np.exp(t))[0])**1.5 - 0.9, 0, 13)
x90 = np.exp(t90)
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10

print(f"lambda, formula: {lam:.6f}")
print(f"lambda, from numerical solution: {lam_measured:.5f}")
print(f"mu, formula: {mu:.6f}")
print(f"mu, from end disturbance: {mu_measured:.3f}")
print(f"F, inward integration: {F:.4f}")
print(f"c, formula: {c_second:.4f}")
print(f"c, from numerical solution at x=1e4: {c_measured:.3f}")
print("x, x^3*phi, v, local exponent (dimensionless):")
for x in (1.0, 10.0, 100.0, 1e3, 1e4, 1e5):
    v, e = deviation(x)
    print(f"  {x:8.0f} {x**3 * phi(x):10.4f} {v:9.5f} {e:8.5f}")
print(f"x^3*phi at x=1e7: {1e21 * phi(1e7):.3f}")
print(f"tail coefficient 243 pi/8: {tail_coefficient:.4f} bohr^3")
print(f"tail coefficient: {tail_coefficient * bohr_angstrom**3:.3f} angstrom^3")
for Z in charges:
    print(f"Z={Z}: b = {length_scale(Z):.5f} bohr")
    print(f"Z={Z}: integrated electrons = {electrons[Z]:.4f}")
    print(f"Z={Z}: r (bohr), n (bohr^-3), n/tail:")
    for r in radii:
        print(f"  {r:7.0f} {density(r, Z):.4e} {ratio[Z, r]:.5f}")
    for r in radii[-2:]:
        print(f"  first-order n/tail at r={r:.0f} bohr: {corrected[Z, r]:.5f}")
    print(f"Z={Z}: n/tail = 0.9 at r = {length_scale(Z) * x90:.1f} bohr")
print(f"n/tail = 0.9 at x = {x90:.1f}")
print("all good")
```

It prints:

```
lambda, formula: 0.772002
lambda, from numerical solution: 0.77200
mu, formula: 7.772002
mu, from end disturbance: 7.772
F, inward integration: 13.2710
c, formula: 0.6257
c, from numerical solution at x=1e4: 0.622
x, x^3*phi, v, local exponent (dimensionless):
         1     0.4240   0.99706  0.00695
        10    24.3143   0.83115  0.22487
       100   100.2426   0.30387  0.61230
      1000   135.1275   0.06161  0.74177
     10000   142.4500   0.01076  0.76679
    100000   143.7365   0.00183  0.77112
x^3*phi at x=1e7: 143.992
tail coefficient 243 pi/8: 95.4259 bohr^3
tail coefficient: 14.141 angstrom^3
Z=10: b = 0.41094 bohr
Z=10: integrated electrons = 10.0000
Z=10: r (bohr), n (bohr^-3), n/tail:
        1 2.6761e-01 0.00280
       10 2.1489e-05 0.22519
      100 7.2147e-11 0.75605
     1000 9.0935e-17 0.95294
    10000 9.4649e-23 0.99186
  first-order n/tail at r=1000 bohr: 0.95160
  first-order n/tail at r=10000 bohr: 0.99182
Z=10: n/tail = 0.9 at r = 360.9 bohr
Z=80: b = 0.20547 bohr
Z=80: integrated electrons = 79.9999
Z=80: r (bohr), n (bohr^-3), n/tail:
        1 1.6060e+00 0.01683
       10 3.8124e-05 0.39952
      100 8.0883e-11 0.84760
     1000 9.2766e-17 0.97212
    10000 9.4970e-23 0.99522
  first-order n/tail at r=1000 bohr: 0.97166
  first-order n/tail at r=10000 bohr: 0.99521
Z=80: n/tail = 0.9 at r = 180.5 bohr
n/tail = 0.9 at x = 878.2
all good
```
